\section*{Kleinman-Bylander projectors in plane waves and the phase (-i)^l}

\section{A phase that can be harmless or cost 27 eV}

A model crystal with two atoms per cell has its lowest $\Gamma$-point level at $-0.942$ hartree. If the factor $(-i)^l$ is removed from every nonlocal projector and the Hamiltonian is diagonalized with all plane waves in complex arithmetic, the level is still $-0.942$ hartree. If the same incomplete projectors enter a calculation that stores half of the plane waves and relies on real wavefunctions, the level becomes $-1.941$ hartree for one choice of the stored half and $-2.110$ hartree for another. The explanation lies in where the factor comes from and in what it does under $\mathbf G\to-\mathbf G$.

Hartree atomic units are used. For an atom at the origin, let
\begin{equation}
\chi_{lm}(\mathbf r)=\chi_l(r)Y_{lm}(\hat{\mathbf r}),\qquad
\chi_l(r)=\delta V_l(r)\phi_l(r),
\end{equation}
where $\phi_l$ is the radial pseudo-orbital, $\delta V_l$ is the difference between the potential for channel $l$ and the local potential, and both are real. The $Y_{lm}$ are real orthonormal harmonics. The Kleinman-Bylander operator of this atom is
\begin{equation}
V=\sum_{lm}|\chi_{lm}\rangle D_l\langle\chi_{lm}|,\qquad
D_l=\frac{1}{\langle\phi_l|\delta V_l|\phi_l\rangle},
\end{equation}
with a nonzero denominator assumed. It reproduces the original potential difference on the reference orbital: since $\langle\chi_{lm}|\phi_{lm}\rangle=1/D_l$, one has $V|\phi_{lm}\rangle=|\chi_{lm}\rangle=\delta V_l|\phi_{lm}\rangle$.

\section{From the crystal to one atomic integral}

Take $N$ cells of volume $\Omega$ with periodic boundary conditions, and an atom at $\mathbf R_n+\boldsymbol\tau$ in each cell. Write $\mathbf q=\mathbf k+\mathbf G$ and $\mathbf q'=\mathbf k'+\mathbf G'$, with $\mathbf k,\mathbf k'$ in one Brillouin zone. Plane waves normalized in the crystal are $e^{i\mathbf q\cdot\mathbf r}/\sqrt{N\Omega}$. Moving the origin of integration to the atom gives
\begin{equation}
\langle\mathbf q|\chi_{n,lm}\rangle
=\frac{e^{-i\mathbf q\cdot(\mathbf R_n+\boldsymbol\tau)}}{\sqrt{N\Omega}}F_{lm}(\mathbf q),
\qquad
F_{lm}(\mathbf q)=\int e^{-i\mathbf q\cdot\mathbf r}\chi_{lm}(\mathbf r)\,d^3r .
\end{equation}
The matrix element of one channel, summed over cells, is therefore
\begin{equation}
\frac{D_l}{N\Omega}F_{lm}(\mathbf q)F_{lm}^*(\mathbf q')
e^{-i(\mathbf q-\mathbf q')\cdot\boldsymbol\tau}
\sum_n e^{-i(\mathbf q-\mathbf q')\cdot\mathbf R_n}.
\end{equation}
Because $e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R_n}=1$, the last sum is $\sum_n e^{-i(\mathbf k-\mathbf k')\cdot\mathbf R_n}=N\delta_{\mathbf k\mathbf k'}$. The factor $N$ cancels, and at fixed $\mathbf k$ the operator is $\sum_{lm}B_{lm}(\mathbf q)D_lB_{lm}^*(\mathbf q')$ with
\begin{equation}
B_{lm}(\mathbf q)=\frac{1}{\sqrt\Omega}\,e^{-i\mathbf q\cdot\boldsymbol\tau}F_{lm}(\mathbf q).
\label{eq:BF}
\end{equation}
The exponential is the structure phase. Further atoms in the cell add further terms of this kind, each with its own $\boldsymbol\tau$. The integral to be found is $F_{lm}$, and both derivations below lead to
\begin{equation}
F_{lm}(\mathbf q)=4\pi(-i)^lY_{lm}(\hat{\mathbf q})f_l(q),\qquad
f_l(q)=\int_0^\infty r^2j_l(qr)\chi_l(r)\,dr .
\label{eq:F}
\end{equation}

\section{First derivation: integrate over angles}

Set $x=qr$ and $t=\hat{\mathbf q}\cdot\hat{\mathbf r}$. For fixed $x$ the function $e^{-ixt}$ is smooth on $-1\le t\le1$ and has a convergent Legendre series. Since $\int_{-1}^1P_l^2\,dt=2/(2l+1)$,
\begin{equation}
e^{-ixt}=\sum_l\frac{2l+1}{2}c_l(x)P_l(t),\qquad
c_l(x)=\int_{-1}^1P_l(t)e^{-ixt}\,dt .
\end{equation}
The addition theorem turns $P_l$ into harmonics of the two directions:
\begin{equation}
P_l(\hat{\mathbf q}\cdot\hat{\mathbf r})=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat{\mathbf q})Y_{lm}(\hat{\mathbf r}).
\end{equation}
It holds because a rotation mixes the real $Y_{lm}$ of one $l$ by an orthogonal matrix, so the sum depends on the angle between the directions alone. With $\hat{\mathbf q}$ along $z$ only $m=0$ survives, and the product $Y_{l0}(\hat{\mathbf z})Y_{l0}(\hat{\mathbf r})$ equals $(2l+1)P_l(\cos\theta)/4\pi$. Orthonormality in $\hat{\mathbf r}$ now gives
\begin{equation}
\int Y_{lm}(\hat{\mathbf r})e^{-i\mathbf q\cdot\mathbf r}\,d\hat{\mathbf r}
=\frac{2l+1}{2}\,c_l\,\frac{4\pi}{2l+1}\,Y_{lm}(\hat{\mathbf q})
=2\pi c_l(x)Y_{lm}(\hat{\mathbf q}).
\label{eq:ang}
\end{equation}

To find $c_l$, insert the Rodrigues formula $P_l=(2^ll!)^{-1}d^l(t^2-1)^l/dt^l$ and integrate by parts $l$ times. The boundary terms vanish, because each contains a factor $t^2-1$:
\begin{align}
c_l(x)&=\frac{(-1)^l}{2^ll!}\int_{-1}^1(t^2-1)^l(-ix)^le^{-ixt}\,dt\nonumber\\
&=\frac{(-ix)^l}{2^ll!}\int_{-1}^1(1-t^2)^l\cos(xt)\,dt .
\end{align}
The second line uses $(t^2-1)^l=(-1)^l(1-t^2)^l$, and the sine part vanishes because it is odd in $t$. With the integral form of the spherical Bessel function,
\begin{equation}
j_l(x)=\frac{x^l}{2^{l+1}l!}\int_{-1}^1(1-t^2)^l\cos(xt)\,dt,
\label{eq:poisson}
\end{equation}
this is $c_l=2(-i)^lj_l(x)$. Equation \eqref{eq:ang} becomes $4\pi(-i)^lj_l(qr)Y_{lm}(\hat{\mathbf q})$. Multiplying by $r^2\chi_l(r)$ and integrating over $r$ gives Eq.~\eqref{eq:F}.

\section{Second derivation: differentiate with respect to q}

The function $\mathcal Y_{lm}(\mathbf r)=r^lY_{lm}(\hat{\mathbf r})$ is a homogeneous polynomial of degree $l$. Write $\chi_{lm}=g(r)\mathcal Y_{lm}(\mathbf r)$ with $g=\chi_l/r^l$. Since $i\nabla_q e^{-i\mathbf q\cdot\mathbf r}=\mathbf r\,e^{-i\mathbf q\cdot\mathbf r}$, each Cartesian factor in the polynomial can be replaced by a derivative:
\begin{equation}
F_{lm}(\mathbf q)=\mathcal Y_{lm}(i\nabla_q)\hat g(q)=i^l\mathcal Y_{lm}(\nabla_q)\hat g(q),
\qquad
\hat g(q)=4\pi\int_0^\infty r^2g(r)\frac{\sin qr}{qr}\,dr .
\label{eq:diff}
\end{equation}
The transform $\hat g$ is an $s$-wave integral and needs no harmonics: $2\pi\int_{-1}^1e^{-iqrt}dt=4\pi\sin(qr)/(qr)$.

The derivatives of a spherical function follow from a short identity. Let $\mathbf a$ be a complex vector with $\mathbf a\cdot\mathbf a=0$, and let $\mathcal D=q^{-1}d/dq$. Then $\mathbf a\cdot\nabla_q h(q)=(\mathbf a\cdot\mathbf q)\mathcal Dh$, while $\mathbf a\cdot\nabla_q(\mathbf a\cdot\mathbf q)=\mathbf a\cdot\mathbf a=0$. The prefactor is never differentiated, so
\begin{equation}
(\mathbf a\cdot\nabla_q)^lh(q)=(\mathbf a\cdot\mathbf q)^l\mathcal D^lh(q).
\end{equation}
The polynomials $(\mathbf a\cdot\mathbf r)^l$ span all $\mathcal Y_{lm}$ of that $l$. One of them, $(x+iy)^l=r^l\sin^l\theta\,e^{il\varphi}$, is the harmonic of highest $m$. Rotating it gives polynomials of the same kind, and derivatives with respect to the rotation angles supply the lowering operators that reach every other $m$. By linearity,
\begin{equation}
\mathcal Y_{lm}(\nabla_q)h(q)=\mathcal Y_{lm}(\mathbf q)\mathcal D^lh(q).
\label{eq:hobson}
\end{equation}

It remains to apply $\mathcal D^l$ to $j_0(qr)=\sin(qr)/(qr)$. Differentiating Eq.~\eqref{eq:poisson} divided by $x^l$ gives
\begin{align}
\frac1x\frac{d}{dx}\frac{j_l}{x^l}
&=-\frac{1}{2^{l+1}l!\,x}\int_{-1}^1t(1-t^2)^l\sin(xt)\,dt\nonumber\\
&=-\frac{1}{2^{l+2}(l+1)!}\int_{-1}^1(1-t^2)^{l+1}\cos(xt)\,dt
=-\frac{j_{l+1}}{x^{l+1}} .
\end{align}
The second line is an integration by parts with $t(1-t^2)^l=-\frac{d}{dt}(1-t^2)^{l+1}/[2(l+1)]$. Each application contributes one minus sign. With $x=qr$ one has $\mathcal D=r^2x^{-1}d/dx$, hence
\begin{equation}
\mathcal D^lj_0(qr)=r^{2l}(-1)^l\frac{j_l(qr)}{(qr)^l}=(-1)^l\frac{r^l}{q^l}j_l(qr).
\end{equation}
Equations \eqref{eq:diff} and \eqref{eq:hobson} then give
\begin{equation}
F_{lm}=i^l(-1)^l\,\frac{\mathcal Y_{lm}(\mathbf q)}{q^l}\,4\pi\int_0^\infty r^2\,g(r)r^l\,j_l(qr)\,dr .
\end{equation}
Since $i^l(-1)^l=(-i)^l$, $\mathcal Y_{lm}(\mathbf q)/q^l=Y_{lm}(\hat{\mathbf q})$ and $g\,r^l=\chi_l$, this is Eq.~\eqref{eq:F} again. With Eq.~\eqref{eq:BF}, the projector is
\begin{equation}
B_{lm}(\mathbf k+\mathbf G)=\frac{4\pi}{\sqrt\Omega}(-i)^l
Y_{lm}(\widehat{\mathbf k+\mathbf G})\,f_l(|\mathbf k+\mathbf G|)\,
e^{-i(\mathbf k+\mathbf G)\cdot\boldsymbol\tau}.
\label{eq:B}
\end{equation}

\section{What each derivation assumes}

Both require a spherical radial factor multiplying a harmonic of definite $l$. Neither uses the Kleinman-Bylander origin of $\chi_l$, a special $\mathbf k$, or a particular lattice.

The angular route needs $\int r^2|\chi_l|\,dr$ to be finite, so that the angular and radial integrals may be separated. It relies on the completeness of the Legendre polynomials and on the addition theorem.

The differential route needs no expansion of the plane wave. It asks for more at the origin, because $g=\chi_l/r^l$ must itself have a Fourier integral: $r^{2-l}|\chi_l|$ must be integrable near $r=0$. A regular orbital $\phi_l\propto r^l$ with finite $\delta V_l$ satisfies this. An $l=3$ function that tended to a nonzero value at the origin would not, although the angular route would still cover it.

The phase also appears differently. In the first route it comes from $l$ derivatives of $e^{-ixt}$ with respect to the cosine $t$. In the second, each power of a coordinate in $\mathcal Y_{lm}$ brings a factor $i$ and each radial derivative a factor $-1$.

For small $q$, Eq.~\eqref{eq:poisson} gives $f_l\propto q^l$ when the radial moment $\int_0^\infty r^{l+2}\chi_l\,dr$ exists and is nonzero; if the moment vanishes, $f_l$ goes to zero faster. The undefined direction of $\hat{\mathbf q}$ at $q=0$ is therefore harmless: $B_{lm}(0)=0$ for $l>0$.

\section{Leaving out the phase}

Let $\tilde B_{lm}=i^lB_{lm}$ be the projector with $(-i)^l$ removed. Within one $l$,
\begin{equation}
\tilde B_{lm}(\mathbf q)D_l\tilde B_{lm}^*(\mathbf q')
=i^l(-i)^lB_{lm}(\mathbf q)D_lB_{lm}^*(\mathbf q')
=B_{lm}(\mathbf q)D_lB_{lm}^*(\mathbf q').
\end{equation}
The operator is unchanged at every $\mathbf k$, including $\Gamma$. A term that couples $l$ to $l'$ acquires the factor $i^l(-i)^{l'}=i^{l-l'}$, so it changes unless $l-l'$ is a multiple of 4. The standard Kleinman-Bylander operator has no such term.

At $\Gamma$, where $\mathbf q=\mathbf G$, the parity $Y_{lm}(-\hat{\mathbf G})=(-1)^lY_{lm}(\hat{\mathbf G})$ gives
\begin{equation}
B_{lm}(-\mathbf G)=B_{lm}^*(\mathbf G),\qquad
\tilde B_{lm}(-\mathbf G)=(-1)^l\tilde B_{lm}^*(\mathbf G).
\end{equation}
The first relation holds because $(-i)^l(-1)^l=i^l$ is the conjugate of $(-i)^l$. It says that the projector is a real function of position. Without the phase, an even-$l$ projector is still real, since $i^l=\pm1$, but an odd-$l$ projector is purely imaginary. So it is the reality of the individual function that breaks, while the operator built from it stays correct.

The damage occurs when reality is assumed. For a real state with coefficients $c(-\mathbf G)=c^*(\mathbf G)$, a half-sphere calculation keeps one member of each pair $\pm\mathbf G$ and evaluates
\begin{equation}
\langle\chi_{lm}|\psi\rangle=B_{lm}^*(0)c(0)+2\,\mathrm{Re}\sum_{\mathbf G>0}B_{lm}^*(\mathbf G)c(\mathbf G),
\label{eq:half}
\end{equation}
where $\mathbf G>0$ denotes the stored half. Put $z=\tilde B_{lm}^*(\mathbf G)c(\mathbf G)$ for odd $l$. The partner term is $-z^*$, so the full sum contains $z-z^*=2i\,\mathrm{Im}\,z$. The half-sphere rule instead assumes $z+z^*=2\,\mathrm{Re}\,z$ and keeps the wrong part.

\section{One standing wave by hand}

The model has a cubic cell of edge 8 bohr and equal atoms at $(0.5,1,1.5)$ and $(1.5,3,4.5)$ bohr. With $r$ in bohr, $\phi_l\propto r^le^{-r^2/2}$, taken positive and normalized to $\int_0^\infty r^2\phi_l^2\,dr=1$, and $\delta V_l=v_le^{-r^2/2}$, where $v_0,v_1,v_2=-3,-4,1$ hartree. There is no local potential.

Take $\psi=\sqrt{2/\Omega}\cos(\mathbf G_1\cdot\mathbf r)$, with $\mathbf G_1$ along $x$ and of length $2\pi/8=0.7854$ bohr$^{-1}$. Its coefficients at $\pm\mathbf G_1$ are $1/\sqrt2$. For the $p_x$ projector of the first atom let $\theta=\mathbf G_1\cdot\boldsymbol\tau=0.3927$ and
\begin{equation}
A=\frac{4\pi}{\sqrt{512}}\times0.4886\times(-0.7317)=-0.1986\ \text{hartree},
\end{equation}
where the last two factors are $Y_{p_x}(\hat{\mathbf G}_1)$ and $f_1(G_1)$. Then $B(\mathbf G_1)=-iAe^{-i\theta}$ and $\tilde B(\mathbf G_1)=Ae^{-i\theta}$. Equation~\eqref{eq:half} yields
\begin{align}
\text{with the phase:}\quad&\sqrt2A\,\mathrm{Re}(ie^{i\theta})=-\sqrt2A\sin\theta=0.1075\ \text{hartree},\\
\text{without it:}\quad&\sqrt2A\,\mathrm{Re}(e^{i\theta})=\sqrt2A\cos\theta=-0.2594\ \text{hartree}.
\end{align}
Direct integration in real space gives $0.1075$ hartree. A sine has become a cosine. If the atom sat at $\theta=0$, the wave would be even about it and its $p_x$ projection would have to vanish, yet the faulty rule would return its largest magnitude.

With $D_1=-0.6889$ hartree$^{-1}$, the energy of this channel should be $-0.6889\times0.1075^2=-0.0080$ hartree. The faulty value is $-0.6889\times0.2594^2=-0.0464$ hartree. Summing over all $\mathbf G$ without the phase gives the projection $-0.1075\,i$ hartree, whose squared magnitude, and hence energy, is correct.

The same state shows the effect of coupling different $l$, even when all $\mathbf G$ are kept. Add a term $w(|\chi_l\rangle\langle\chi_{l'}|+|\chi_{l'}\rangle\langle\chi_l|)$ on the first atom, with $w=0.1$ hartree$^{-1}$. Its expectation value is $2w\,\mathrm{Re}(p_l^*p_{l'})$, where $p_l=\langle\chi_l|\psi\rangle$ is real, and removing the phase replaces $p_l$ by $(-i)^lp_l$. The $s$-$p_x$ energy changes from $-0.00753$ hartree to zero, and the $s$-$d_{x^2-y^2}$ energy changes sign, from $0.00126$ to $-0.00126$ hartree.

\section{When the spectrum reveals the error}

For $l=1$ the half-sphere calculation keeps $\tilde B=iB$ on the stored half and supplies conjugates on the other half. There the implied coefficient is $\tilde B^*(-\mathbf G)=-iB^*(-\mathbf G)=-iB(\mathbf G)$. It therefore uses a real projector with coefficients
\begin{equation}
B^{\mathrm{half}}(\mathbf G)=i\,\mathrm{sgn}(\mathbf G)B(\mathbf G),
\end{equation}
where $\mathrm{sgn}=+1$ on the stored half and $-1$ on the other. The component at $\mathbf G=0$ is zero.

Let $U$ multiply each coefficient with $\mathbf G\ne0$ by $i\,\mathrm{sgn}(\mathbf G)$ and leave $c(0)$ alone. It is unitary and diagonal in $\mathbf G$, so it commutes with the kinetic energy $T$. If $p$ projectors are the entire potential, the faulty Hamiltonian is $T+UV_pU^\dagger=U(T+V_p)U^\dagger$, which has the correct eigenvalues. In the model with $p$ channels alone, the lowest level is $-0.3977$ hartree in both calculations. Correct eigenvalues in such a case do not prove correct projectors.

An even channel removes this protection, because $V_s$ is not transformed along with $V_p$ and in general does not commute with $U$. A local potential does the same: conjugation by $U$ reverses the sign of its elements between nonzero $\mathbf G$ vectors in opposite halves.

For the full model, with a 10 hartree cutoff and 751 plane waves, the lowest $\Gamma$ levels are as follows.

\begin{center}
\begin{tabular}{lc}
Calculation & Level (hartree)\\
All $\mathbf G$, with or without the phase & $-0.942$\\
Half sphere, with the phase & $-0.942$\\
Half sphere, phase missing for $d$ only & $-0.942$\\
Half sphere, phase missing, half chosen by $x$ first & $-1.941$\\
Half sphere, phase missing, half chosen by $z$ first & $-2.110$
\end{tabular}
\end{center}

The error in the fourth row is $-0.999$ hartree, or $-27.2$ eV, relative to the correct level in the same basis. These values compare methods in one fixed basis. Raising the cutoff to 20 hartree leaves the correct level at $-0.942$ hartree and lowers the last two rows by about $0.0006$ hartree, to $-1.942$ and $-2.111$ hartree; the error stays at $-27.2$ eV. In the fourth row $\mathbf G$ is stored if its first nonzero component, taken in the order $x,y,z$, is positive; in the fifth row the order is $z,y,x$. The last two rows differ because $\mathrm{sgn}(\mathbf G)$ depends on which half is stored, a choice that has no physical content. If the levels of a $\Gamma$ calculation change when another half is stored, there is an error. Agreement does not establish correctness. The complementary half only reverses the sign of every altered $p$ projector, so it gives the same wrong levels. With a single atom in the cubic cell, the two orders used here are related by exchanging $x$ and $z$ about the atom, and they too must agree. A comparison with a calculation that keeps all $\mathbf G$ does not depend on the choice of half. A comparison of levels alone still misses the fault when $p$ projectors are the entire potential, because the eigenvalues then agree while each state $\psi$ is replaced by $U\psi$. Comparing the projectors or the density exposes it.

The downward shift has a plausible origin. A correct $p$ projector is odd about its atom and orthogonal to the $s$ projector there. The altered one has coefficients proportional to $\mathrm{sgn}(\mathbf G)Y_{1m}f_1e^{-i\mathbf G\cdot\boldsymbol\tau}$, which describe a function even about the atom, so that it may overlap with $s$. One state can then gain energy from two attractive channels. In this model the on-site overlap accounts for most of the shift. With the half chosen by $x$ first, the normalized $s$ and altered $p_x$ projectors of one atom overlap by $0.76$, and a single atom in the cell already shifts by $-1.026$ hartree. If the $s$ projector is kept on one atom and the $p$ projectors on the other, the shift is only $-0.020$ hartree ($x$ first) or $-0.079$ hartree ($z$ first). The direction is not general: with $p$ and the repulsive $d$ channel alone, the lowest level rises from $-0.396$ to $-0.320$ hartree ($x$ first).

The numerical check compares Eq.~\eqref{eq:B} with Fourier transforms of projectors built in real space, at $\Gamma$ and at a general $\mathbf k$.

\section*{Computed results}
\begin{verbatim}
cubic cell edge: 8.000000 bohr
atom 1 position: 0.500000 1.000000 1.500000 bohr
atom 2 position: 1.500000 3.000000 4.500000 bohr
Gaussian exponent of phi_l: 0.500000 bohr^-2
Gaussian exponent of dV_l: 0.500000 bohr^-2
dV_l at r=0, l=0,1,2: -3.000000 -4.000000 1.000000 hartree
kinetic cutoff: 10.000000 hartree
number of plane waves at Gamma: 751
strengths D_l, l=0,1,2: -0.612372 -0.688919 4.133514 hartree^-1
general k point: 0.102102 0.212058 -0.298451 bohr^-1
angular integral, largest error: 1.3e-14 (no unit)
projector formula, largest error: 1.9e-15 hartree
projector change without i^l, l=0,1,2: 0.000000 0.349231 0.086666 hartree
operator change without i^l, l=0,1,2: 1.4e-15 1.2e-15 2.4e-16 hartree
p_x function at Gamma, max |Re|: 0.866190 hartree bohr^-3/2
p_x function at Gamma, max |Im|: 9.0e-17 hartree bohr^-3/2
same without i^l, max |Re|: 9.0e-17 hartree bohr^-3/2
same without i^l, max |Im|: 0.866190 hartree bohr^-3/2
length of G1: 0.785398 bohr^-1
f_l(G1), l=0,1,2: -1.711611 -0.731742 0.045435 hartree bohr^3/2
Y of p_x along G1: 0.488603 (no unit)
amplitude A: -0.198559 hartree
angle G1.tau of atom 1: 0.392699 rad
sin and cos of this angle: 0.382683 0.923880 (no unit)
p_x projection, real-space integral: 0.107459 hartree
p_x projection, half sphere with i^l: 0.107459 hartree
p_x projection, half sphere without i^l: -0.259429 hartree
p_x projection, all G without i^l, Im part: -0.107459 hartree
p_x energy on atom 1, correct: -0.007955 hartree
p_x energy on atom 1, half sphere without i^l: -0.046367 hartree
chosen coupling strength between l: 0.100000 hartree^-1
s-p_x coupling energy, correct: -0.007530 hartree
s-p_x coupling energy without i^l: 6.9e-19 hartree (size)
s-d(x2-y2) coupling energy, correct: 0.001262 hartree
s-d(x2-y2) coupling energy without i^l: -0.001262 hartree
Four lowest Gamma eigenvalues:
all G, real-space projectors: -0.941930 -0.867364 -0.383451 -0.289327 hartree
all G, without i^l: -0.941930 -0.867364 -0.383451 -0.289327 hartree
half sphere, with i^l: -0.941930 -0.867364 -0.383451 -0.289327 hartree
half sphere, i^l dropped for d only: -0.941930 -0.867364 -0.383451 -0.289327 hartree
half sphere (x first), without i^l: -1.941420 -1.926003 -0.243758 -0.177920 hartree
half sphere (z first), without i^l: -2.109994 -1.781882 -0.219137 -0.151125 hartree
p channels only, correct: -0.397709 -0.289631 -0.267854 -0.233445 hartree
p channels only, half sphere without i^l: -0.397709 -0.289631 -0.267854 -0.233445 hartree
error of lowest level (x first): -0.999490 hartree
error of lowest level (x first): -27.197496 eV
\end{verbatim}
